# Inverse-Square Tail of the GW Gap in Repeated Monolayers: a program that tests the result

```python
"""
Result under test: the GW gap of a repeated semiconducting monolayer,
with untruncated Coulomb interaction and converged k_z sampling, obeys
  dE(w) = -(pi^2/24) e2 (eps-1/eps) d/w^2 [1-(3 eps+1/eps) d/(2w)+...]
and not a 1/w law at large w.  A 1/w law is only a crossover.
Symbols: d slab thickness, eps its dielectric constant, w vacuum width,
e2 = e^2/(4 pi eps0), q in-plane wave vector, dE = gap(w)-gap(infinity),
S = (screened interaction at the slab centre)/(2 pi e2/q),
p = -dln|dE|/dln w, the local exponent.
Lengths in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
hbar2_over_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
d, eps = 6.0, 12.0


def screening_periodic(q, w, eps_slab=eps):
    t, c = np.tanh(q * d / 2), 1 / np.tanh(q * w)
    top = 1 + 2 * c * t / eps_slab + (t / eps_slab)**2
    bottom = 1 + 2 * c * t * eps_slab + (t * eps_slab)**2
    return np.sqrt(top / bottom)


def screening_isolated(q, eps_slab=eps):
    t = np.tanh(q * d / 2)
    return (1 + t / eps_slab) / (1 + t * eps_slab)


gauss_x, gauss_w = np.polynomial.legendre.leggauss(16)


def q_rule(w):
    """Panels of Gauss points covering all length scales."""
    q_max = 40 / (2 * w + d)
    edges = np.concatenate(([0.0], q_max * np.logspace(-7, 0, 36)))
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    points = mid[:, None] + half[:, None] * gauss_x
    return points.ravel(), (half[:, None] * gauss_w).ravel()


def gap_shift(w):
    q, weight = q_rule(w)
    change = screening_periodic(q, w) - screening_isolated(q)
    return e2 * np.sum(weight * change)


def exponent(w, step=1e-3):
    up = abs(gap_shift(w * np.exp(step)))
    down = abs(gap_shift(w * np.exp(-step)))
    return -np.log(up / down) / (2 * step)


# --- Green function from finite elements: one charge in a finite stack
def stack_screening(q, w, layers_each_side=15, h=0.1):
    period = w + d
    n_half = int(round((layers_each_side + 0.5) * period / h))
    z_mid = (np.arange(-n_half, n_half) + 0.5) * h
    z_cell = (z_mid + period / 2) % period - period / 2
    medium = np.where(np.abs(z_cell) < d / 2, eps, 1.0)
    stiff = medium * (1 / h + q**2 * h / 3)
    off = medium * (-1 / h + q**2 * h / 6)
    size = 2 * n_half + 1
    band = np.zeros((3, size))
    band[1, :-1] += stiff
    band[1, 1:] += stiff
    band[0, 1:] = off
    band[2, :-1] = off
    load = np.zeros(size)
    load[n_half] = 4 * np.pi
    potential = solve_banded((1, 1), band, load)
    return potential[n_half] * q / (2 * np.pi)


# --- the same quantity for charges repeated with a Bloch phase
def bloch_screening(q, w, phase, h=0.1):
    period = w + d
    size = int(round(period / h))
    z_mid = (np.arange(size) + 0.5) * h
    inside = (z_mid < d / 2) | (z_mid > period - d / 2)
    medium = np.where(inside, eps, 1.0)
    matrix = np.zeros((size, size), complex)
    for i in range(size):
        j = (i + 1) % size
        factor = np.exp(1j * phase) if j == 0 else 1.0
        diagonal = medium[i] * (1 / h + q**2 * h / 3)
        off = medium[i] * (-1 / h + q**2 * h / 6)
        matrix[i, i] += diagonal
        matrix[j, j] += diagonal
        matrix[i, j] += off * factor
        matrix[j, i] += off * np.conj(factor)
    load = np.zeros(size, complex)
    load[0] = 4 * np.pi
    return np.linalg.solve(matrix, load)[0].real * q / (2 * np.pi)


w_test = 20.0
for q_test in (0.05, 0.2):
    formula = screening_periodic(q_test, w_test)
    stack = stack_screening(q_test, w_test)
    phases = 2 * np.pi * np.arange(32) / 32
    by_phase = [bloch_screening(q_test, w_test, f) for f in phases]
    assert abs(stack / formula - 1) < 3e-4
    assert abs(np.mean(by_phase) / formula - 1) < 3e-4
    if q_test == 0.05:
        saved = (formula, stack, np.mean(by_phase), by_phase[0])

# --- GW frequency convolution with a dynamic slab and finite recoil
omega0, band_mass = 5.0, 0.5
theta_x, theta_w = np.polynomial.legendre.leggauss(300)
theta, theta_w = theta_x * np.pi / 2, theta_w * np.pi / 2


def self_energy_shift(w, side):
    """side=+1: empty band edge, side=-1: filled band edge."""
    q, weight = q_rule(w)
    recoil = (hbar2_over_2m / band_mass * q**2)[:, None]
    omega = recoil * np.tan(theta)
    eps_dynamic = 1 + (eps - 1) / (1 + (omega / omega0)**2)
    change = (screening_periodic(q[:, None], w, eps_dynamic)
              - screening_isolated(q[:, None], eps_dynamic))
    jacobian = recoil / np.cos(theta)**2
    kernel = -1 / (1j * omega - side * recoil) / (2 * np.pi)
    per_q = np.sum(theta_w * jacobian * kernel * change, axis=1)
    return e2 * np.sum(weight * per_q).real


electron_20 = self_energy_shift(20.0, +1)
hole_20 = self_energy_shift(20.0, -1)
dynamic_20 = electron_20 - hole_20
dynamic_200 = self_energy_shift(200.0, +1) - self_energy_shift(200.0, -1)
assert electron_20 < 0 < hole_20
assert abs(dynamic_20 / gap_shift(20.0) - 1) < 0.05
assert abs(dynamic_200 / gap_shift(200.0) - 1) < 0.01

# --- large-vacuum coefficients against the full integral
tail = np.pi**2 / 24 * e2 * (eps - 1 / eps) * d
correction_length = (3 * eps + 1 / eps) * d / 2
w_far = 1e5
ratio_far = gap_shift(w_far) / (-tail / w_far**2)
measured_length = (1 - ratio_far) * w_far
assert abs(ratio_far - 1) < 2e-3
assert abs(measured_length / correction_length - 1) < 0.01
assert abs(exponent(1e4) - 2) < 0.02

# --- leading term from the polarization energy of distant sheets
alpha_par = (eps - 1) * d / (4 * np.pi)
alpha_perp = (1 - 1 / eps) * d / (4 * np.pi)


def sheet_density(r):
    field_par2 = r**2 / (r**2 + 1)**3
    field_perp2 = 1 / (r**2 + 1)**3
    return 2 * np.pi * r * (alpha_par * field_par2
                            + alpha_perp * field_perp2)


one_sheet = quad(sheet_density, 0, np.inf)[0]
layer_sum = 2 * np.sum(1 / np.arange(1.0, 200001.0)**2)
tail_sheets = e2 * one_sheet * layer_sum
assert abs(tail_sheets / tail - 1) < 1e-4

# --- ideal mirrors: explicit image charges against a q integral
mirror_distance = 20.0
n_image = np.arange(1, 100001)
partial = np.cumsum((-1.0)**n_image / n_image)
mirror_series = e2 / mirror_distance * (partial[-1] + partial[-2]) / 2
mirror_integral = e2 / mirror_distance * quad(
    lambda x: np.tanh(x) - 1, 0, 30)[0]
mirror_formula = -e2 * np.log(2) / mirror_distance
assert abs(mirror_series / mirror_formula - 1) < 1e-6
assert abs(mirror_integral / mirror_formula - 1) < 1e-6

# --- zero-vacuum limit is finite
contact_formula = -2 * e2 / (eps * d) * np.log((1 + eps) / 2)
assert abs(gap_shift(1e-4) / contact_formula - 1) < 2e-3

# --- crossover: the exponent rises through one only once
grid = np.logspace(0, 3, 40)
exponents = np.array([exponent(w) for w in grid])
assert np.all(np.diff(exponents) > 0)
w_p08, w_p10, w_p12 = [
    brentq(lambda w, a=a: exponent(w) - a, 1, 1000)
    for a in (0.8, 1.0, 1.2)]


def line_intercept(w):
    """Error of the gap from a 1/w line through w and 2w."""
    slope, intercept = np.polyfit(
        [1 / w, 1 / (2 * w)], [gap_shift(w), gap_shift(2 * w)], 1)
    return intercept


assert line_intercept(1.0) < 0 < line_intercept(1000.0)
target = 0.05
w_needed = brentq(lambda w: gap_shift(w) + target, 1, 1000)
w_needed_tail = np.sqrt(tail / target)

print(f"e^2/(4 pi eps0) = {e2:.5f} eV angstrom")
print(f"slab thickness d = {d:.1f} angstrom")
print(f"slab dielectric constant eps = {eps:.1f}")
print("S at q = 0.05 1/angstrom, w = 20 angstrom:")
print(f"  formula {saved[0]:.5f}, finite stack {saved[1]:.5f}")
print(f"  k_z average {saved[2]:.5f}, k_z = 0 only {saved[3]:.5f}")
print(f"oscillator energy in dynamic test = {omega0:.1f} eV")
print(f"band mass in dynamic test = {band_mass:.1f} electron masses")
print(f"dynamic shift, empty edge, w=20: {electron_20:.4f} eV")
print(f"dynamic shift, filled edge, w=20: {hole_20:.4f} eV")
print(f"dynamic/static gap shift, w=20: {dynamic_20/gap_shift(20.):.4f}")
print(f"dynamic/static, w=200: {dynamic_200/gap_shift(200.):.5f}")
print(f"tail coefficient C = {tail:.2f} eV angstrom^2")
print(f"C from distant sheets = {tail_sheets:.2f} eV angstrom^2")
print(f"correction length, formula = {correction_length:.2f} angstrom")
print(f"correction length, integral = {measured_length:.2f} angstrom")
print(f"zero-vacuum shift, formula = {contact_formula:.4f} eV")
print(f"shift at w = 0.0001 angstrom = {gap_shift(1e-4):.4f} eV")
print(f"mirrors at {mirror_distance:.0f} angstrom: "
      f"{mirror_formula:.4f} eV")
print("w (angstrom), dE (eV), w*dE (eV angstrom), p, -C/w^2 (eV)")
for w in (5., 10., 15., 20., 30., 50., 100., 200., 1000.):
    shift = gap_shift(w)
    print(f"  {w:6.0f} {shift:11.6f} {w*shift:9.4f} "
          f"{exponent(w):7.4f} {-tail/w**2:11.6f}")
two_terms = -tail / 1000**2 * (1 - correction_length / 1000)
print(f"two-term estimate at w=1000 angstrom = {two_terms:.6f} eV")
print(f"p = 0.8 at w = {w_p08:.2f} angstrom")
print(f"p = 1.0 at w = {w_p10:.2f} angstrom")
print(f"p = 1.2 at w = {w_p12:.2f} angstrom")
print("gap error of a 1/w line through w and 2w:")
for w in (5., 10., 20., 40., 80.):
    print(f"  w = {w:3.0f} angstrom: {line_intercept(w):+.4f} eV")
print(f"target gap error = {target:.2f} eV")
print(f"vacuum needed, full integral = {w_needed:.1f} angstrom")
print(f"vacuum needed, C/w^2 alone = {w_needed_tail:.1f} angstrom")
print("finished without a failed check")
```

It prints:

```
e^2/(4 pi eps0) = 14.39965 eV angstrom
slab thickness d = 6.0 angstrom
slab dielectric constant eps = 12.0
S at q = 0.05 1/angstrom, w = 20 angstrom:
  formula 0.34095, finite stack 0.34095
  k_z average 0.34095, k_z = 0 only 0.44724
oscillator energy in dynamic test = 5.0 eV
band mass in dynamic test = 0.5 electron masses
dynamic shift, empty edge, w=20: -0.0592 eV
dynamic shift, filled edge, w=20: 0.0592 eV
dynamic/static gap shift, w=20: 1.0004
dynamic/static, w=200: 0.99999
tail coefficient C = 423.40 eV angstrom^2
C from distant sheets = 423.39 eV angstrom^2
correction length, formula = 108.25 angstrom
correction length, integral = 108.14 angstrom
zero-vacuum shift, formula = -0.7487 eV
shift at w = 0.0001 angstrom = -0.7487 eV
mirrors at 20 angstrom: -0.4991 eV
w (angstrom), dE (eV), w*dE (eV angstrom), p, -C/w^2 (eV)
       5   -0.293669   -1.4683  0.4929  -16.935824
      10   -0.198133   -1.9813  0.6488   -4.233956
      15   -0.149020   -2.2353  0.7587   -1.881758
      20   -0.118332   -2.3666  0.8455   -1.058489
      30   -0.081773   -2.4532  0.9793   -0.470440
      50   -0.047353   -2.3677  1.1613   -0.169358
     100   -0.019411   -1.9411  1.4092   -0.042340
     200   -0.006767   -1.3535  1.6229   -0.010585
    1000   -0.000382   -0.3818  1.9010   -0.000423
two-term estimate at w=1000 angstrom = -0.000378 eV
p = 0.8 at w = 17.25 angstrom
p = 1.0 at w = 31.85 angstrom
p = 1.2 at w = 55.60 angstrom
gap error of a 1/w line through w and 2w:
  w =   5 angstrom: -0.1026 eV
  w =  10 angstrom: -0.0385 eV
  w =  20 angstrom: -0.0033 eV
  w =  40 angstrom: +0.0081 eV
  w =  80 angstrom: +0.0070 eV
target gap error = 0.05 eV
vacuum needed, full integral = 47.7 angstrom
vacuum needed, C/w^2 alone = 92.0 angstrom
finished without a failed check
```
